Langevin dynamics with noisy Monte Carlo forces: fluctuation-dissipation and heating

**Problem**

Classical nuclei with coordinates R, momenta p and diagonal mass matrix M move in a potential V(R). At each time step Δt a Monte Carlo calculation supplies the force F + η, where F = −∇V. The error η has zero mean and known covariance C(R), and it is drawn independently at every step. The dynamics also has a symmetric positive definite friction matrix Γ(R) and deliberately added random impulses of covariance B(R)Δt per step.

(a) In the continuous-time description, find the relation between Γ, B and C that makes the canonical density at temperature T stationary. Show that the dynamics then drives other densities towards it.

(b) Construct a time step for which the same relation preserves the Maxwell distribution at finite Δt. What error remains?

(c) An oscillator has V = kx²/2, ω² = k/m and Γ = mγ. The full thermal noise 2mγk_BT is added as if the forces were free of error. Find the stationary temperature and the heating as a function of time.

(d) Evaluate the results for m = 10 u, period 500 fs, T = 300 K, Δt = 1 fs, γ = 1 ps⁻¹ and a force error of standard deviation 0.2 eV/Å.

**Solution**

**(a) The balance of noise and friction**

During one step the force error gives an impulse ηΔt of covariance CΔt². In a time t there are t/Δt independent impulses, so at fixed R their summed covariance is

CΔt² (t/Δt) = (CΔt) t.

White noise of strength S has summed covariance St. The force error therefore has strength CΔt, not C. If the Monte Carlo samples are independent and their number per step is proportional to Δt, then C ∝ 1/Δt and this strength does not depend on the step.

When the motion within one step is small, the equations are

dR = M⁻¹p dt,
dp = F dt − ΓM⁻¹p dt + dW,  ⟨dW dWᵀ⟩ = S dt,  S = CΔt + B.

To find the equation for the density ρ(R,p,t), expand the change of a smooth function φ(R,p) to first order in dt. The noise contributes ½ Σ S_ij ∂²φ/∂p_i∂p_j dt. Stopping at this term assumes Gaussian impulses, or impulses whose higher cumulants per unit time are negligible. This is a separate condition: if η is the mean of N independent samples with n-th cumulant κ_n, and ν = N/Δt, the impulse ηΔt has n-th cumulant κ_nΔt/ν^(n−1). At fixed ν its value per unit time does not shrink with Δt; it is made small by a large sampling rate ν. Averaging over ρ and integrating by parts gives

∂ρ/∂t = −Σ_i (p_i/m_i) ∂ρ/∂R_i − Σ_i F_i ∂ρ/∂p_i
  + Σ_ij ∂/∂p_i [Γ_ij (p_j/m_j) ρ + ½ S_ij ∂ρ/∂p_j].

S depends on R but not on p, so it passes through the momentum derivatives and produces no extra drift.

Now insert ρ_c ∝ exp(−H/k_BT), with H = Σ p_i²/(2m_i) + V. Its derivatives are

∂ρ_c/∂R_i = F_i ρ_c/(k_BT),  ∂ρ_c/∂p_i = −p_i ρ_c/(m_i k_BT).

The first two sums cancel. The bracket, summed over j, becomes

Σ_j [Γ_ij − S_ij/(2k_BT)] (p_j/m_j) ρ_c.

It vanishes for all p if S = 2k_BTΓ, that is, if

2k_BT Γ(R) = C(R)Δt + B(R).

This is the fluctuation-dissipation relation with the force error included. Since B is a covariance, it must be positive semidefinite: the friction must be large enough to absorb at least the noise that is already present.

To see the approach to ρ_c, write ρ = fρ_c, with V confining, f smooth and ∫ρ_c f² finite. With S = 2k_BTΓ the bracket reduces to k_BT Γ_ij ρ_c ∂f/∂p_j. Multiply the equation for ρ by f and integrate. The Hamiltonian flow preserves ρ_c and contributes nothing, so an integration by parts leaves

d/dt ∫ ½ρ_c f² = −k_BT ∫ ρ_c Σ_ij (∂f/∂p_i) Γ_ij (∂f/∂p_j) ≤ 0.

The integral can stay constant over an interval of time only if f does not depend on p there. The equation of motion then reads ∂f/∂t = −Σ (p_i/m_i) ∂f/∂R_i. Its left side is independent of p and its right side is odd in p, so both vanish. Hence f is constant on a connected configuration space, and ρ = ρ_c. Since ρ and ρ_c are both normalised, ∫ρ_c f² − 1 = ∫ρ_c (f − 1)², which measures the distance from ρ_c. For every other density this distance decreases over every interval of time. The argument shows this steady decrease; it does not by itself prove that the distance tends to zero, and it gives no rate.

**(b) A finite time step**

Let the positions drift for half a step, change the momenta at the fixed position Y, and drift again:

Y = R + ½Δt M⁻¹p,
p' − p = Δt(F+η) + ζ − ½Δt ΓM⁻¹(p+p'),
R' = Y + ½Δt M⁻¹p'.

Here F, η and Γ belong to Y, and ζ is the added impulse, of covariance BΔt. With G = ½ΔtΓM⁻¹ the middle line is

(1+G)p' = (1−G)p + Δt(F+η) + ζ.

Set F = 0, hold Y fixed, and let p at that Y have the Maxwell covariance k_BT M. For p' to have the same covariance, the two sides must satisfy

k_BT (1+G)M(1+G)ᵀ = k_BT (1−G)M(1−G)ᵀ + CΔt² + BΔt.

The terms M and GMGᵀ cancel between the sides. Since GM = ½ΔtΓ is symmetric, what remains is

2k_BT (GM + MGᵀ) = 2k_BT Δt Γ = CΔt² + BΔt.

Division by Δt gives the relation of part (a), now without any limit of small Δt. If η and ζ are Gaussian and p is Maxwell-distributed at each Y, p' is Gaussian too, and the kick preserves the whole Maxwell distribution. For the full step with F = 0 this holds when Γ is constant, or when the positions are uniformly distributed and independent of p. If Γ varies with position and the positions are not uniform, the first drift correlates Y with p, and the momenta after the step are in general not Maxwellian.

To restore F, define A = (1+G)⁻¹(1−G), so that 1 + A = 2(1+G)⁻¹. Then

p' = A(p + ½ΔtF) + ½ΔtF + (1+G)⁻¹(Δtη + ζ).

The full step is thus the symmetric sequence drift, force, friction with noise, force, drift. In a symmetric product of short evolutions, each pair of operators appears equally often in both orders. The product therefore agrees with the joint evolution through order Δt². The friction factor A also agrees with E = exp(−2G) through that order. For Gaussian η and ζ the noise agrees as well: it is fixed by its covariance, which is k_BT(M − AMAᵀ) in the step and k_BT(M − EMEᵀ) in the exact friction-with-noise evolution. At fixed Γ and S the joint evolution preserves ρ_c, so one step starting from ρ_c changes a smooth average by order Δt³. Over a relaxation time there are of order 1/Δt steps, which gives a stationary error of order Δt². For a general potential and Gaussian noise, then, the sampling is canonical up to this error. Non-Gaussian impulses spoil this order through their higher cumulants. If the impulse keeps a fixed shape at fixed S, a third cumulant gives a stationary error of order Δt^(1/2) and a fourth cumulant one of order Δt. If instead the number of samples per step is proportional to Δt, the higher cumulants per unit time stay fixed, and this part of the error does not decrease with Δt.

The numerical check includes the well V = x²/2 + x⁴/4 with m = k_BT = 1, Δt = 0.1, a Gaussian force error of variance C = 16x²/(1+x²) and added noise B = 0.4. Quadrature gives ⟨x²⟩ = 0.468. The simulation gives 0.467 when the friction includes the force error (Γ = 0.2 + CΔt/2), and about 0.77 when it does not (Γ = 0.2).

**(c) Heating of the oscillator**

*Stationary state.* Let g = γΔt/2, a = (1−g)/(1+g) and b = Δt/(1+g) = (1+a)Δt/2. Denote by y_n the midpoint position in step n and by p_n the momentum after its kick. The step of part (b) becomes

y_{n+1} = y_n + Δt p_n/m,
p_n = a p_{n−1} − bk y_n + ξ_n.

Take C independent of x throughout this part. The total noise, with C ignored in the choice of B, has variance

⟨ξ²⟩ = (2mγk_BTΔt + CΔt²)/(1+g)².

Because 1 − a² = 4g/(1+g)² = 2γΔt/(1+g)², this equals mk_BT_eff(1−a²) with

k_BT_eff = k_BT + CΔt/(2mγ).

It remains to show that T_eff is the temperature seen in the positions. Let Y₂ = ⟨y²⟩ and P = ⟨p²⟩ in the stationary state.

1. Squaring the first equation and using ⟨y_{n+1}²⟩ = ⟨y_n²⟩ gives ⟨y_n p_n⟩ = −ΔtP/(2m).
2. Multiplying the first equation, written for y_n, by p_{n−1} gives ⟨y_n p_{n−1}⟩ = −ΔtP/(2m) + ΔtP/m = ΔtP/(2m).
3. Multiplying the second equation by y_n gives bkY₂ = (1+a)ΔtP/(2m) = bP/m, so kY₂ = P/m.
4. Squaring the second equation gives

P(1−a²) = b²k²Y₂ − abkΔtP/m + mk_BT_eff(1−a²).

By item 3 the first two terms on the right are (kP/m) b(b−aΔt). Since b − aΔt = (1−a)Δt/2, their sum is (1−a²)P ω²Δt²/4. Therefore

⟨p²⟩ = mk_BT_eff/(1 − ω²Δt²/4).

At the end of a step x = y_n + Δt p_n/(2m), and

⟨x²⟩ = Y₂ − Δt²P/(2m²) + Δt²P/(4m²) = (P/mk)(1 − ω²Δt²/4) = k_BT_eff/k.

These results hold for γ > 0 and ωΔt < 2. They use second moments alone, so the force error need not be Gaussian. The position variance has no time-step error beyond the heating itself.

Reducing the added noise to B = 2mγk_BT − CΔt restores T_eff = T. This requires

γ ≥ CΔt/(2mk_BT).

At a given γ, even with B = 0, the temperature cannot fall below CΔt/(2mγk_B).

*Heating in time.* Return to continuous time, take γ < 2ω, and start from the canonical state at T. The equation is linear, and the excess impulses are independent of everything else, so their energy adds to k_BT. An impulse J produces, after a time τ, the displacement Ju/m and the momentum Ju̇, where

u = e^(−γτ/2) sin(Ωτ)/Ω,  Ω² = ω² − γ²/4.

Its energy is J²(u̇² + ω²u²)/(2m). Summing over impulses of strength CΔt gives

ΔE(t) = (CΔt/2m) ∫₀ᵗ (u̇² + ω²u²) dτ.

To integrate, consider Q = u̇² + ω²u² + γuu̇ + ½γ²u². Using ü = −γu̇ − ω²u,

dQ/dτ = 2u̇ü + 2ω²uu̇ + γu̇² + γuü + γ²uu̇ = −γ(u̇² + ω²u²).

Since Q(0) = 1, the integral is [1 − Q(t)]/γ. Also u̇ + γu/2 = e^(−γt/2) cos Ωt, so

Q = (u̇ + γu/2)² + (ω² + γ²/4)u² = e^(−γt)[1 + (γ²/2Ω²) sin²Ωt],

where ω² + γ²/4 = Ω² + γ²/2 was used. The heating is

ΔE(t) = [CΔt/(2mγ)] {1 − e^(−γt)[1 + (γ²/2Ω²) sin²Ωt]}.

At long times it reaches k_B(T_eff − T). For γ → 0 at fixed t it becomes CΔt t/(2m): without friction the energy grows steadily and no stationary state exists.

This last rate also holds at finite Δt for the quantity

I = p²(1 − ω²Δt²/4)/(2m) + kx²/2.

Without noise or friction, substitute x = y − Δtp/(2m) before the kick and x' = y + Δtp'/(2m) after it, with p' = p − kΔt y. Both ends give I = ky²/2 + pp'/(2m), so I is conserved. A random impulse J = Δtη shifts p' by J and x' by ΔtJ/(2m). The cross terms average to zero, and the squares add J²/(2m) to I, since the two terms in ω²Δt²/4 cancel. The mean growth per step is CΔt²/(2m).

**(d) Numbers**

The mass is 1036.4 eV fs²/Å² and k_BT = 0.02585 eV. The two noise strengths to be compared are

CΔt = (0.2)² × 1 = 0.0400 eV² fs/Å²,
2mγk_BT = 2 × 1036.4 × 0.001 × 0.02585 = 0.0536 eV² fs/Å².

The force error already supplies 75% of the noise needed at 300 K. The correct added strength is the difference, B = 0.0136 eV² fs/Å², equivalent to a random force of 0.117 eV/Å per step. The smallest admissible friction is 0.75 ps⁻¹.

If the full thermal noise is added instead, the excess is

CΔt/(2mγ) = 0.0400/(2 × 1036.4 × 0.001) = 0.0193 eV, or 224 K.

The oscillator settles at 524 K instead of 300 K, and its rms displacement is 0.525 Å instead of 0.397 Å. The excess energy divided by k_B is 88 K after 0.5 ps, 142 K after 1 ps, 194 K after 2 ps and 222 K after 5 ps. Without friction the heating rate is 224 K/ps; the number repeats the excess temperature because γ = 1 ps⁻¹.

Classical motion is a fair description here: ħω/k_BT = 0.32, and the quantum mean energy (ħω/2) coth(ħω/2k_BT) exceeds k_BT by 0.9%.

Numbers as computed

```
MODEL OSCILLATOR: INPUTS
mass = 10.0 u = 1036.43 eV fs^2/angstrom^2
period = 500 fs, omega = 0.012566 1/fs
spring constant = 0.16367 eV/angstrom^2
target temperature = 300 K, kT = 0.025852 eV
force noise (standard deviation) = 0.20 eV/angstrom
time step = 1.0 fs, friction rate = 1.00 1/ps
hbar omega / kT = 0.3199
quantum mean energy / kT = 1.00852
NOISE BALANCE
C dt = 0.04000 eV^2 fs/angstrom^2
2 m gamma kT = 0.05359 eV^2 fs/angstrom^2
added strength B = 0.01359 eV^2 fs/angstrom^2
share of force noise in total = 0.7464
added noise as a force = 0.1166 eV/angstrom
minimum friction rate = 0.7464 1/ps
STATIONARY STATE (from covariance of the actual step)
temperature from <x^2>, noise included = 300.00 K
temperature from <x^2>, noise ignored = 523.93 K
excess by formula = 223.93 K = 0.019297 eV
rms x, noise included = 0.3974 angstrom
rms x, noise ignored = 0.5252 angstrom
heating rate without friction = 223.93 K/ps
the same in energy = 0.019297 eV/ps
EXCESS ENERGY / k_B, NOISE IGNORED: formula, actual step
t = 0.5 ps: 88.11 K, 88.11 K
t = 1.0 ps: 141.55 K, 141.56 K
t = 2.0 ps: 193.63 K, 193.63 K
t = 5.0 ps: 222.42 K, 222.43 K
CHECKS (dimensionless)
matrix step: largest covariance error = 8.0e-15
order of one-step defect in dt = 2.988
anharmonic well <x^2>: quadrature = 0.4679
anharmonic well <x^2>: noise included = 0.4669
anharmonic well <x^2>: noise ignored = 0.7681
```
